# Exciton linewidth from acoustic and LO phonons: bound and continuum final states: verification in Python

```python
"""Phonon linewidth (FWHM) of a 1s exciton at rest in a bulk semiconductor.

Result under test:  Gamma(T) = Gamma_0 + a T + b n_LO(T)
  a = 2 M^2 kB Xi^2 / (pi rho hbar^3 v)          (kB T >> 2 M v^2)
  b = 4 hbar w_LO (eps_s/eps_inf - 1) (S_bound + S_continuum)
M: exciton mass, v: sound speed, rho: density, Xi: deformation potential
weighted with 1s form factors.  S: dimensionless sums over final states.
Inside S, lengths are in exciton Bohr radii and energies in exciton rydbergs;
w is the LO energy in rydbergs, frac_h = m_h/M, frac_e = m_e/M.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import spherical_jn, eval_genlaguerre, gammaln, zeta

hbar, kB, e, eps0, m0 = (const.hbar, const.k, const.e,
                         const.epsilon_0, const.m_e)
meV = 1e-3 * e

# ---------------- model parameters ----------------
m_e, m_h = 0.1 * m0, 0.4 * m0
eps_s, eps_inf = 10.0, 9.0
E_LO = 30 * meV
D_c, D_v = -6.0 * e, 2.0 * e
rho, v = 5000.0, 4000.0
Gamma_0 = 0.1 * meV

M = m_e + m_h
mu = m_e * m_h / M
frac_e, frac_h = m_e / M, m_h / M
sigma = frac_e * frac_h
a_B = 4 * np.pi * eps0 * eps_s * hbar**2 / (mu * e**2)
Ry = hbar**2 / (2 * mu * a_B**2)
w_LO = E_LO / Ry


def bose(energy, T):
    return 1 / np.expm1(energy / (kB * T))


def form_1s(kappa):
    return (1 + kappa**2 / 4) ** -2


def gauss(n, lo, hi):
    x, wt = np.polynomial.legendre.leggauss(n)
    return lo + (x + 1) * (hi - lo) / 2, wt * (hi - lo) / 2


# ---------------- bound final states ----------------
r_nodes, r_weights = gauss(400, 0.0, 45.0)


def radial_bound(n, l, r):
    x = 2 * r / n
    log_norm = 0.5 * (3 * np.log(2 / n) + gammaln(n - l)
                      - np.log(2 * n) - gammaln(n + l + 1))
    return (np.exp(log_norm - r / n) * x**l
            * eval_genlaguerre(n - l - 1, 2 * l + 1, x))


def bound_strength(n, q):
    """Sum over l, m of |<nlm| exp(i f_h q.r) - exp(-i f_e q.r) |1s>|^2."""
    total = 0.0
    for l in range(min(n, 16)):
        base = (radial_bound(n, l, r_nodes) * 2 * np.exp(-r_nodes)
                * r_nodes**2 * r_weights)
        j_h = base @ spherical_jn(l, frac_h * q * r_nodes)
        j_e = base @ spherical_jn(l, frac_e * q * r_nodes)
        total += (2 * l + 1) * (j_h - (-1) ** l * j_e) ** 2
    return total


N_MAX = 20
TAIL = N_MAX**3 * zeta(3, N_MAX + 1)   # sum over n > N_MAX of (N_MAX/n)^3


def S_bound(w):
    """Contribution of each n; the last entry is the Rydberg tail."""
    parts = []
    for n in range(1, N_MAX + 1):
        q2 = (w - 1 + 1 / n**2) / sigma
        if q2 <= 0:
            parts.append(0.0)
            continue
        q = np.sqrt(q2)
        parts.append(bound_strength(n, q) / (2 * sigma * q))
    parts.append(parts[-1] * TAIL if w > 1 else 0.0)
    return np.array(parts)


# ---------------- continuum final states ----------------
def coulomb_amplitude(kappa, k, x):
    """<k-| exp(i kappa z) |1s> without the common Sommerfeld factor."""
    nu = 1 / k
    A = 1 + kappa**2 + k**2 - 2 * kappa * k * x
    D = kappa**2 + (1 - 1j * k) ** 2
    bracket = (1 - 1j * nu) * D + 1j * nu * (1 - 1j * k) * A
    return (8 * np.sqrt(np.pi) * np.exp(-1j * nu * np.log(D / A))
            * bracket / (A**2 * D))


def continuum_strength(q, k, x):
    nu = 1 / k
    sommerfeld = 2 * np.pi * nu / (1 - np.exp(-2 * np.pi * nu))
    F = (coulomb_amplitude(frac_h * q, k, x)
         - coulomb_amplitude(-frac_e * q, k, x))
    return sommerfeld * np.abs(F) ** 2


def S_continuum(w, nq=600, nx=300):
    if w <= 1:
        return 0.0
    q, wq = gauss(nq, 0.0, np.sqrt((w - 1) / sigma))
    x, wx = gauss(nx, -1.0, 1.0)
    k = np.sqrt(w - 1 - sigma * q**2)
    dens = continuum_strength(q[:, None], k[:, None], x[None, :])
    return np.sum(wq * k * (dens @ wx)) / (8 * np.pi**2)


def b_scale(w):
    return 4 * w * Ry * (eps_s / eps_inf - 1)


# ---- test: width of a level coupled to a dense ladder is 2 pi V^2/d ----
width_rule = 40.0                      # in units of the ladder spacing
ladder = np.arange(-800, 801, dtype=float)
H = np.diag(np.concatenate(([0.0], ladder)))
H[0, 1:] = H[1:, 0] = np.sqrt(width_rule / (2 * np.pi))
levels, vectors = eigh(H)
weight = vectors[0] ** 2
side = (levels > 0) & (levels < 100)
half = np.interp(weight.max() / 2, weight[side][::-1], levels[side][::-1])
width_found = 2 * half
# finite spacing and finite band each shift the width by 1 to 2 percent
assert abs(width_found / width_rule - 1) < 0.04

# ---- test: 1s form factor against quadrature ----
for kap in (0.3, 1.0, 3.0):
    direct = np.sum(r_weights * 4 * r_nodes**2 * np.exp(-2 * r_nodes)
                    * spherical_jn(0, kap * r_nodes))
    assert abs(direct - form_1s(kap)) < 1e-9

# ---- acoustic part: formula, then explicit sum over crystal modes ----
q0 = 2 * M * v / hbar
E_ac = 2 * M * v**2
assert E_ac < 0.75 * Ry                # no internal excitation possible


def Xi(q):
    return (D_c * form_1s(frac_h * q * a_B)
            - D_v * form_1s(frac_e * q * a_B))


a_coef = 2 * M**2 * kB * Xi(q0) ** 2 / (np.pi * rho * hbar**3 * v)


def gamma_ac(T):
    return 4 * M**3 * v * Xi(q0) ** 2 * bose(E_ac, T) / (np.pi * rho * hbar**3)


T_test = 20.0
dq = q0 / 40
volume = (2 * np.pi / dq) ** 3
idx = np.arange(-50, 51) * dq
q2_grid = (idx[:, None, None]**2 + idx[None, :, None]**2
           + idx[None, None, :]**2).ravel()
q_modes = np.sqrt(q2_grid[q2_grid > 0])
mismatch = hbar**2 * q_modes**2 / (2 * M) - hbar * v * q_modes
broad = 0.03 * E_ac
delta = np.exp(-mismatch**2 / (2 * broad**2)) / (broad * np.sqrt(2 * np.pi))
coupling2 = hbar * q_modes / (2 * rho * volume * v) * Xi(q_modes) ** 2
gamma_modes = 2 * np.pi * np.sum(coupling2 * bose(hbar * v * q_modes, T_test)
                                 * delta)
# the broadened delta function leaves an error of order (0.03)^2
assert abs(gamma_modes / gamma_ac(T_test) - 1) < 0.005
offset = a_coef * M * v**2 / kB
assert abs(gamma_modes / (a_coef * T_test - offset) - 1) < 0.006

# ---- test: completeness of bound plus continuum final states ----
q_sum = 2.0
strengths = [bound_strength(n, q_sum) for n in range(1, N_MAX + 1)]
sum_bound = sum(strengths) + strengths[-1] * TAIL
t, wt = gauss(300, 0.0, 1.0)
x, wx = gauss(150, -1.0, 1.0)
k = t / (1 - t)
dens = continuum_strength(q_sum, k[:, None], x[None, :]) @ wx
sum_cont = np.sum(wt / (1 - t)**2 * k**2 * dens) / (4 * np.pi**2)
sum_exact = 2 - 2 * form_1s(q_sum)
assert abs((sum_bound + sum_cont) / sum_exact - 1) < 1e-3

# ---- LO part from the formula ----
parts = S_bound(w_LO)
S_cont = S_continuum(w_LO)
S_total = parts.sum() + S_cont
b_coef = b_scale(w_LO) * S_total
q_1s = np.sqrt(w_LO / sigma)
closed_1s = ((form_1s(frac_h * q_1s) - form_1s(frac_e * q_1s))**2
             / (2 * sigma * q_1s))
assert abs(closed_1s - parts[0]) < 1e-8


def b_from_box(w, radius=120.0, h=0.04, l_max=13):
    """b in joule from hydrogen states diagonalized in a large sphere."""
    r = h * np.arange(1, int(round(radius / h)))
    near = r < 45
    rn = r[near]
    C = e**2 * w * Ry / (2 * eps0) * (1 / eps_inf - 1 / eps_s)
    total = 0.0
    for l in range(l_max + 1):
        diag = 2 / h**2 + l * (l + 1) / r**2 - 2 / r
        off = -np.ones(len(r) - 1) / h**2
        en, vec = eigh_tridiagonal(diag, off, select='v',
                                   select_range=(-3.0, w - 1))
        for E, u in zip(en, vec.T):
            q = np.sqrt((w - 1 - E) / sigma)
            base = u[near] * np.sqrt(h) * 2 * rn * np.exp(-rn)
            F = (base @ spherical_jn(l, frac_h * q * rn)
                 - (-1)**l * (base @ spherical_jn(l, frac_e * q * rn)))
            total += (2 * l + 1) * F**2 * M / (hbar**2 * q / a_B)
    return C / np.pi * total


b_box = b_from_box(w_LO)
assert abs(b_box / b_coef - 1) < 0.01  # box spacing and grid error
w_closed = 0.9                         # continuum out of reach
b_closed = b_scale(w_closed) * S_bound(w_closed).sum()
b_closed_box = b_from_box(w_closed)
assert abs(b_closed_box / b_closed - 1) < 0.01


# ---- test: limit of two independent free carriers ----
def b_free(w):
    energy = w * Ry
    alphas = [e**2 / (4 * np.pi * eps0 * hbar) * (1 / eps_inf - 1 / eps_s)
              * np.sqrt(m / (2 * energy)) for m in (m_e, m_h)]
    return 2 * energy * sum(alphas)


free_ratio = {}
for w in (w_LO, 10.0, 100.0, 1000.0):
    free_ratio[w] = (b_scale(w) * (S_bound(w).sum() + S_continuum(w))
                     / b_free(w))
assert abs(free_ratio[1000.0] - 1) < 0.02

# ---------------- output ----------------
print(f"masses m_e, m_h, M, mu: {m_e/m0:.2f} {m_h/m0:.2f} "
      f"{M/m0:.2f} {mu/m0:.3f} electron masses")
print(f"eps_s, eps_inf: {eps_s:.1f} {eps_inf:.1f}")
print(f"LO phonon energy: {E_LO/meV:.1f} meV")
print(f"D_c, D_v: {D_c/e:.1f} {D_v/e:.1f} eV")
print(f"density: {rho:.0f} kg/m^3, sound speed: {v:.0f} m/s")
print(f"Gamma_0: {Gamma_0/meV:.2f} meV")
print(f"exciton Bohr radius: {a_B*1e9:.3f} nm")
print(f"exciton rydberg: {Ry/meV:.3f} meV")
print(f"w = LO energy / rydberg: {w_LO:.4f}")
print(f"ladder test, width found / golden rule: {width_found/width_rule:.4f}")
print(f"acoustic wave number q0: {q0:.4e} 1/m, q0*a_B: {q0*a_B:.4f}")
print(f"acoustic phonon energy 2Mv^2: {E_ac/meV:.4f} meV")
print(f"same energy / kB: {E_ac/kB:.3f} K")
print(f"effective deformation potential Xi: {Xi(q0)/e:.3f} eV")
print(f"a: {a_coef/e*1e6:.4f} microeV/K = {a_coef:.4e} J/K")
print(f"constant offset a M v^2/kB: {offset/e*1e6:.4f} microeV")
print(f"acoustic width at {T_test:.0f} K, formula: "
      f"{gamma_ac(T_test)/e*1e6:.3f} microeV")
print(f"acoustic width at {T_test:.0f} K, mode sum: "
      f"{gamma_modes/e*1e6:.3f} microeV")
print(f"completeness at q a_B = {q_sum:.0f}: bound {sum_bound:.5f}, "
      f"continuum {sum_cont:.5f}")
print(f"  their sum {sum_bound+sum_cont:.5f}, closed form {sum_exact:.5f}")
scale = b_scale(w_LO)
print(f"b prefactor 4 E_LO (eps_s/eps_inf - 1): {scale/meV:.4f} meV")
print(f"q a_B for 1s final state: {q_1s:.4f}")
for name, s in (("1s", parts[0]), ("n=2", parts[1]),
                ("n>=3 bound", parts[2:].sum()), ("continuum", S_cont)):
    print(f"{name}: S = {s:.5f}, b part = {scale*s/meV:.4f} meV, "
          f"share = {100*s/S_total:.2f} %")
print(f"S total: {S_total:.5f}")
print(f"b: {b_coef/meV:.4f} meV = {b_coef:.4e} J")
print(f"b from box states: {b_box/meV:.4f} meV")
print(f"continuum closed, w = {w_closed:.1f}: b = {b_closed/meV:.4f} meV, "
      f"box {b_closed_box/meV:.4f} meV")
print(f"free-carrier value of b: {b_free(w_LO)/meV:.4f} meV")
for w, ratio in free_ratio.items():
    print(f"b / free-carrier b at w = {w:.2f}: {ratio:.4f}")
print("T (K), n_LO, a T (meV), b n_LO (meV), Gamma (meV):")
for T in (10, 50, 100, 150, 200, 300):
    n = bose(E_LO, T)
    total = Gamma_0 + a_coef * T + b_coef * n
    print(f"{T:4d} {n:.4e} {a_coef*T/meV:.4f} {b_coef*n/meV:.4f} "
          f"{total/meV:.4f}")
print("success")
```

It prints:

```
masses m_e, m_h, M, mu: 0.10 0.40 0.50 0.080 electron masses
eps_s, eps_inf: 10.0 9.0
LO phonon energy: 30.0 meV
D_c, D_v: -6.0 2.0 eV
density: 5000 kg/m^3, sound speed: 4000 m/s
Gamma_0: 0.10 meV
exciton Bohr radius: 6.615 nm
exciton rydberg: 10.885 meV
w = LO energy / rydberg: 2.7562
ladder test, width found / golden rule: 1.0249
acoustic wave number q0: 3.4552e+07 1/m, q0*a_B: 0.2286
acoustic phonon energy 2Mv^2: 0.0910 meV
same energy / kB: 1.056 K
effective deformation potential Xi: -7.899 eV
a: 0.7771 microeV/K = 1.2450e-25 J/K
constant offset a M v^2/kB: 0.4102 microeV
acoustic width at 20 K, formula: 15.135 microeV
acoustic width at 20 K, mode sum: 15.159 microeV
completeness at q a_B = 2: bound 0.51076, continuum 0.98924
  their sum 1.50000, closed form 1.50000
b prefactor 4 E_LO (eps_s/eps_inf - 1): 13.3333 meV
q a_B for 1s final state: 4.1505
1s: S = 0.32482, b part = 4.3310 meV, share = 33.13 %
n=2: S = 0.09301, b part = 1.2401 meV, share = 9.49 %
n>=3 bound: S = 0.05241, b part = 0.6988 meV, share = 5.35 %
continuum: S = 0.51025, b part = 6.8033 meV, share = 52.04 %
S total: 0.98049
b: 13.0732 meV = 2.0945e-21 J
b from box states: 13.0774 meV
continuum closed, w = 0.9: b = 5.2401 meV, box 5.2406 meV
free-carrier value of b: 13.4688 meV
b / free-carrier b at w = 2.76: 0.9706
b / free-carrier b at w = 10.00: 0.9957
b / free-carrier b at w = 100.00: 0.9994
b / free-carrier b at w = 1000.00: 0.9999
T (K), n_LO, a T (meV), b n_LO (meV), Gamma (meV):
  10 7.5974e-16 0.0078 0.0000 0.1078
  50 9.4742e-04 0.0389 0.0124 0.1512
 100 3.1742e-02 0.0777 0.4150 0.5927
 150 1.0887e-01 0.1166 1.4233 1.6399
 200 2.1271e-01 0.1554 2.7808 3.0362
 300 4.5633e-01 0.2331 5.9657 6.2989
success
```
